# Asymptotic Parameter Counts for Uncontracted and Internally Contracted MRCISD

## The decision

A complete-active-space (CAS) calculation with 12 electrons in 12 orbitals has converged, and the chemistry suggests two more active orbitals and two more electrons. Multireference configuration interaction with single and double excitations (MRCISD) is to follow. Will its vector still fit in memory, and does the answer depend on how the excitations are contracted?

The answer follows from counting variational parameters. We compare three schemes:

- **Uncontracted:** in each excitation class, every active-space function of a spin that a two-body operator reaches from a singlet reference has its own coefficient.
- **Werner-Knowles:** classes with two electrons in virtual orbitals are contracted; the others are not.
- **Fully internally contracted:** excitation operators act on the whole reference function $|0\rangle$, whose internal coefficients stay frozen.

There are $c$ correlated inactive, $m$ active and $v$ virtual orbitals. The reference is a singlet with $n$ active electrons, $n\ge 2$ even and $m\ge 2$. Point-group symmetry is not used. A parameter is the coefficient of one linearly independent singlet function. Indices $i,j$ are inactive, $t,u$ active and $a,b$ virtual, and

$$E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}.$$

## Counting active functions

Let $W(m,N,S)$ be the number of spin-$S$ functions of $N$ electrons in $m$ orbitals, each multiplet counted once. Every multiplet of spin at least $S$ has one component with $M_S=S$, and every multiplet of spin at least $S+1$ has one with $M_S=S+1$. So $W$ is the difference of two determinant counts. With $p=N/2+S$ and $d=N/2-S$ electrons of up and down spin,

$$W=\binom mp\binom md-\binom m{p+1}\binom m{d-1}.$$

Write all four binomials in terms of $m+1$:

$$\binom mp=\frac{p+1}{m+1}\binom{m+1}{p+1},\qquad \binom md=\frac{m+1-d}{m+1}\binom{m+1}{d},$$

$$\binom m{p+1}=\frac{m-p}{m+1}\binom{m+1}{p+1},\qquad \binom m{d-1}=\frac{d}{m+1}\binom{m+1}{d}.$$

The combined numerator is

$$(p+1)(m+1-d)-(m-p)d=(m+1)(p+1-d)=(m+1)(2S+1),$$

which gives the Weyl number

$$W(m,N,S)=\frac{2S+1}{m+1}\binom{m+1}{N/2-S}\binom{m+1}{N/2+S+1}.$$

The reference length is $N_{\rm ref}=W(m,n,0)$.

## Excitation classes

A class $h$h$p$p has $h$ inactive holes and $p$ virtual electrons, leaving $n+h-p$ active electrons. For a total singlet, an external part of spin $s$ must couple to an active part of the same spin, which can be done in one way. We keep the spins that a spin-free two-body operator can produce from a singlet reference. This leaves out the couplings $s=3/2$ in 2h1p and 1h2p and $s=1,2$ in 2h2p; an MRCISD that keeps all spin couplings of its configurations has a longer vector than counted here.

Two holes form a singlet for $i\le j$ and a triplet for $i<j$, giving $c(c+1)/2$ and $c(c-1)/2$ possibilities. In 2h1p one active creation operator remains, so the active spin is $1/2$. Each hole pair couples with the virtual electron to spin $1/2$ once, and the external count is $[c(c+1)/2+c(c-1)/2]v=c^2v$. Likewise 1h2p has $cv^2$.

In 2h2p no active operator remains, so the external part is a singlet, built from two singlet pairs or two triplet pairs. Their number follows from the identity

$$\frac{x(x+1)}2\frac{y(y+1)}2+\frac{x(x-1)}2\frac{y(y-1)}2=\frac{xy}{4}(2xy+2)=\frac{xy(xy+1)}2$$

with $x=c$, $y=v$.

| Class, $s$ | External | Active, uncontracted | Active, contracted |
|---|---|---|---|
| 0h0p, 0 | $1$ | $N_{\rm ref}$ | $1$ |
| 1h0p, ½ | $c$ | $W(m,n+1,½)$ | $m^3-m$ |
| 0h1p, ½ | $v$ | $W(m,n-1,½)$ | $m^3-m$ |
| 2h0p, 0 | $c(c+1)/2$ | $W(m,n+2,0)$ | $m(m+1)/2$ |
| 2h0p, 1 | $c(c-1)/2$ | $W(m,n+2,1)$ | $m(m-1)/2$ |
| 0h2p, 0 | $v(v+1)/2$ | $W(m,n-2,0)$ | $m(m+1)/2$ |
| 0h2p, 1 | $v(v-1)/2$ | $W(m,n-2,1)$ | $m(m-1)/2$ |
| 1h1p, 0 | $cv$ | $N_{\rm ref}$ | $m^2$ |
| 1h1p, 1 | $cv$ | $W(m,n,1)$ | $m^2-1$ |
| 2h1p, ½ | $c^2v$ | $W(m,n+1,½)$ | $m$ |
| 1h2p, ½ | $cv^2$ | $W(m,n-1,½)$ | $m$ |
| 2h2p, 0 | $cv(cv+1)/2$ | $N_{\rm ref}$ | $1$ |

The uncontracted total is the external column times the third column. Full contraction uses the fourth column throughout. Werner-Knowles uses the fourth for two virtual electrons and the third otherwise.

## Why the contracted entries are polynomial

A contracted active function is a short operator string acting on $|0\rangle$. The number of strings is set by their orbital labels, however many configurations $|0\rangle$ contains.

For 2h2p the string is the identity; for 2h1p and 1h2p it is $a^\dagger_t$ or $a_t$. Two creation or two annihilation operators form symmetric singlet pairs or antisymmetric triplet pairs. In 1h1p there are $m^2$ singlet strings $E_{tu}$. Their triplet partners $a^\dagger_{t\alpha}a_{u\alpha}-a^\dagger_{t\beta}a_{u\beta}$ obey one relation: the sum over $t=u$ is $2S_z$, which annihilates the singlet. That leaves $m^2-1$.

The 1h0p operators $E_{ti}E_{uv}$, with $v$ here a third active index, give $m^3$ strings $a^\dagger_tE_{uv}|0\rangle$. Single excitations add nothing, because $\sum_ua^\dagger_tE_{uu}|0\rangle=n\,a^\dagger_t|0\rangle$. There are also relations due to spin. Taking the up-spin component and anticommuting the two creation operators,

$$\sum_u a^\dagger_{u\alpha}E_{tu}|0\rangle=-\sum_\sigma a^\dagger_{t\sigma}\sum_u a^\dagger_{u\alpha}a_{u\sigma}|0\rangle .$$

For $\sigma=\alpha$ the inner sum is the number operator $N_\alpha$, with value $n/2$ in a singlet. For $\sigma=\beta$ it is $S_+$, which gives zero. Hence

$$\sum_u a^\dagger_{u\alpha}E_{tu}|0\rangle=-\frac n2a^\dagger_{t\alpha}|0\rangle=-\frac12\sum_u a^\dagger_{t\alpha}E_{uu}|0\rangle .$$

This is one relation for each $t$. The relations are independent for $m\ge2$, since $a^\dagger_uE_{tu}$ with $u\ne t$ occurs in relation $t$ and in no other. At most $m^3-m$ functions remain.

For 0h1p the strings are $a_tE_{uv}|0\rangle$. Using $a_{t\alpha}a^\dagger_{t\sigma}=\delta_{\alpha\sigma}-a^\dagger_{t\sigma}a_{t\alpha}$,

$$\sum_t a_{t\alpha}E_{tu}|0\rangle=m\,a_{u\alpha}|0\rangle-N_\alpha a_{u\alpha}|0\rangle-S_-a_{u\beta}|0\rangle .$$

After one up-spin electron is removed, $N_\alpha=n/2-1$. Because $S_-|0\rangle=0$, the last term is $-[S_-,a_{u\beta}]|0\rangle=+a_{u\alpha}|0\rangle$. Therefore

$$\sum_t a_{t\alpha}E_{tu}|0\rangle=\left(m+2-\frac n2\right)a_{u\alpha}|0\rangle .$$

The right side is also a multiple of $\sum_v a_{u\alpha}E_{vv}|0\rangle=n\,a_{u\alpha}|0\rangle$, so there are again $m$ relations. They are independent because $a_tE_{tu}$ with $t\ne u$ identifies relation $u$.

These arguments give upper bounds. Numerical ranks for random singlets in eight active orbitals reach them: both semi-internal ranks are $504=8^3-8$ for six and for eight electrons, although $N_{\rm ref}$ changes from 1176 to 1764.

## The fully contracted total at large $v$

Summing the fourth column, with the pair identity used three times, gives

$$\begin{aligned}K_{\rm FIC}={}&1+(c+v)(m^3-m)+\frac{cm(cm+1)}2+\frac{vm(vm+1)}2\\&+(2m^2-1)cv+mcv(c+v)+\frac{cv(cv+1)}2 .\end{aligned}$$

It is cubic in $m$ and contains neither $n$ nor $N_{\rm ref}$. The degree depends on keeping only $|0\rangle$ in the 0h0p class: the purely active strings $E_{tu}E_{vw}|0\rangle$ are left out, and admitting them would add at most $m^2(m^2+1)/2$ functions, a quartic bound that is only 10440 at $m=12$. Like the entries it sums, it is an upper bound, and it can equal the dimension only when no contracted entry exceeds the uncontracted $W$ of its class; the last section shows where this fails. For $v$ much larger than $m$ and $c$ we order the terms by powers of $v$. The coefficient of $v^2$ is

$$\frac{m^2}2+mc+\frac{c^2}2=\frac{(m+c)^2}2 .$$

The coefficient of $v$ is

$$m^3-m+\frac m2+(2m^2-1)c+mc^2+\frac c2=m(m+c)^2-\frac{m+c}2 .$$

With $o=m+c$,

$$K_{\rm FIC}=\frac{o^2v^2}{2}\left[1+\frac{2m-1/o}{v}\right]+1+c(m^3-m)+\frac{cm(cm+1)}2 .$$

This is still an identity. The leading term, $o^2v^2/2$, is also the leading count of closed-shell double excitations from $o$ doubly occupied orbitals, as the 2h2p entry shows when $c$ is replaced by $o$. At this order an active orbital costs as much as an inactive one. The first relative correction is about $2m/v$, so the expansion requires $v\gg2m$.

The opposite limit, $m\to\infty$ at fixed $c$ and $v$, has leading term $(c+v)m^3$. For $c=10$, $v=100$ the polynomial is

$$K_{\rm FIC}=110m^3+7050m^2+109945m+499501 .$$

The cubic and quadratic terms become equal only at $m\approx64$. At $m=12$ the cubic term is $110\times1728=190080$, about 6% of the total. "Cubic in $m$" is a correct statement about the degree, but a poor estimate of growth for active spaces of this size.

## The reference length at half filling

Now take $n=m=2k$. The two binomials in $N_{\rm ref}$ are equal, and $\binom{2k+1}{k}=\frac{2k+1}{k+1}\binom{2k}{k}$, so

$$N_{\rm ref}=\frac1{2k+1}\binom{2k+1}{k}^2=\frac{2k+1}{(k+1)^2}\binom{2k}{k}^2 .$$

Stirling's formula, $q!=\sqrt{2\pi q}\,(q/e)^q[1+1/(12q)+O(q^{-2})]$, gives

$$\binom{2k}{k}=\frac{4^k}{\sqrt{\pi k}}\left[1+\frac1{24k}-\frac2{12k}+O(k^{-2})\right]=\frac{4^k}{\sqrt{\pi k}}\left[1-\frac1{8k}+O(k^{-2})\right].$$

Squaring doubles the correction to $-1/(4k)=-1/(2m)$. Substituting $k=m/2$,

$$N_{\rm ref}=\frac{8(m+1)\,4^m}{\pi m(m+2)^2}\left[1-\frac1{2m}+O(m^{-2})\right].$$

Let $M=m+1$, so that $m=M(1-1/M)$ and $m+2=M(1+1/M)$. The rational prefactor becomes

$$\frac{M}{m(m+2)^2}=\frac1{M^2}\,\frac1{(1-1/M)(1+1/M)^2}=\frac1{M^2}\left[1-\frac1M+O(M^{-2})\right].$$

Adding the two first-order corrections, $-1/M$ and $-1/(2M)$,

$$N_{\rm ref}=\frac{8\cdot4^m}{\pi(m+1)^2}\left[1-\frac3{2(m+1)}+O(m^{-2})\right].$$

At $m=14$ the bracket is predicted to be $1-3/30=0.900$; the computed ratio to the leading law is 0.9087. The leading law is thus about 10% above the true length, and the corrected law about 1% below it. At $m=400$ the prediction and the computed ratio are both 0.9963.

## What Werner-Knowles contraction leaves behind

The other Weyl numbers needed are rational multiples of $N_{\rm ref}$. At half filling,

$$\frac{W(m,m+1,½)}{N_{\rm ref}}=2\,\frac{\binom{m+1}{m/2+2}}{\binom{m+1}{m/2+1}}=2\,\frac{m/2}{m/2+2}=\frac{2m}{m+4}.$$

The 2h1p class alone therefore contributes

$$c^2v\,\frac{2m}{m+4}\,N_{\rm ref}$$

to the Werner-Knowles count, which consequently grows at least as fast as $4^m/m^2$. Contracting the doubly external classes removes the products of $v^2$ with an exponentially large active dimension, but not those of $v$ with such a dimension. I leave $2m/(m+4)$ unexpanded, because its expansion parameter $4/m$ is not small here.

## Worked estimate

Take the round values $c=10$ and $v=100$, with $n=m$. The contracted entries used below are the upper bounds derived above; they were checked to be reached at $m=8$, and for the other $m$ they are bounds.

| $m$ | Uncontracted | Werner-Knowles | Full |
|---|---|---|---|
| 6 | $1.12\times10^8$ | $3.78\times10^6$ | 1436731 |
| 12 | $1.54\times10^{11}$ | $4.07\times10^9$ | 3024121 |
| 14 | $1.89\times10^{12}$ | $5.15\times10^{10}$ | 3722371 |

**Fully contracted, $m=12$.** Here $o=22$. The leading term is

$$\tfrac12(22)^2(100)^2=2420000,$$

which is 20% below the total. The first correction is

$$100\,[12(22)^2-11]=579700 .$$

The sum, 2999700, is 0.8% below the total. The remaining terms are $1+17160+7260=24421$, which restores 3024121.

**Werner-Knowles, $m=12$.** With $N_{\rm ref}=226512$ and $2m/(m+4)=1.5$, the 2h1p class has

$$10^2\times100\times1.5\times226512=3.40\times10^9$$

parameters, or 84% of the scheme's total. In the uncontracted scheme the largest class is instead 2h2p, with $500500\times226512=1.13\times10^{11}$.

**From 12 to 14 orbitals.** With $c$ and $v$ held fixed, as in the table, the three counts grow by factors of 12.3, 12.7 and 1.23. The leading law with its correction predicts for the reference length

$$16\left(\frac{13}{15}\right)^2\frac{1-3/30}{1-3/26}=12.2,$$

which accounts for most of the first two factors. The rest comes from ratios such as $2m/(m+4)$, which rises from 1.50 to 1.56.

At 8 bytes per parameter, one vector at $m=14$ takes about 15000 GB uncontracted, 412 GB with Werner-Knowles contraction and 0.030 GB with full contraction. At $m=12$ the Werner-Knowles vector takes $8\times4.07\times10^9$ bytes, or 33 GB. For this model, a machine with 100 GB of memory can hold a Werner-Knowles vector before the enlargement but not after it. The fully contracted vector is no obstacle in either case. These sizes are for one vector; an iterative eigensolver also needs the Hamiltonian applied to it, so fitting one vector is necessary but not sufficient. They also depend on the spin restriction. Keeping all couplings adds to the 2h1p class the term $\tfrac12c(c-1)\,v\,W(m,n+1,\tfrac32)$, which is $4500\times283140=1.27\times10^9$ at $m=12$. The Werner-Knowles vector then takes 43 GB at $m=12$ and 556 GB at $m=14$, on the same sides of 100 GB, and the uncontracted counts become $4.89\times10^{11}$ and $6.40\times10^{12}$, about three times those in the table.

Holding $c$ and $v$ fixed isolates the dependence on $m$, but it adds two orbitals and two electrons to the system. In a given molecule and basis, with the same electrons correlated, one new active orbital comes from the inactive set and one from the virtual set, so the enlarged calculation has $c=9$, $m=n=14$, $v=99$. The same formulas then give $1.55\times10^{12}$, $4.21\times10^{10}$ and 3356992 parameters, growth factors of 10.1, 10.3 and 1.11, and a Werner-Knowles vector of 337 GB. The conclusion for the 100 GB machine is unchanged.

**Changing the reference length at fixed $m$.** For $m=12$, raising $n$ from 6 to 12 increases $N_{\rm ref}$ from 15730 to 226512. The Werner-Knowles count rises from $6.18\times10^8$ to $4.07\times10^9$, while the fully contracted count stays at 3024121.

## Where the estimate fails

**Small active spaces, few electrons or few holes.** A class cannot contain more independent active functions than $W$, so each contracted entry must be capped by it. The cap can act at any $m$: for $n=4$ the 0h1p class has $W(m,3,½)=\frac{2}{m+1}\binom{m+1}{1}\binom{m+1}{3}=(m^3-m)/3$ functions, a third of the string count, and the 1h0p class has the same number for $n=2m-4$. The count then depends on $n$. For $c=v=1$ and $m=n=4$, the formula gives

$$K_{\rm FIC}=1+120+20+31+8+1=181 .$$

But each semi-internal class has $W=20$ functions, not 60. Removing $2\times40$ gives 101, the dimension found by applying all the operators explicitly. At half filling with $m=6$, $W=175\times12/10=210$ just equals $m^3-m$.

**Special references.** A single closed-shell determinant with four of eight active orbitals filled has a 1h0p rank of 68 instead of 504. Many strings vanish or coincide, and near-vanishing combinations in a weakly correlated reference would need the same care. The polynomial is then a bound, not the dimension.

**Relaxed reference coefficients.** Letting all internal coefficients vary adds $N_{\rm ref}-1$ parameters. At $m=14$ this is 2760614, raising the fully contracted total to about 6.5 million. The external part remains independent of the reference length, but the total does not.

**Cost and accuracy.** A short vector does not make the whole calculation polynomial. The CAS reference must still be found, and the overlaps of contracted functions require its reduced density matrices. Contraction also restricts the wave function. The fully contracted space lies inside the Werner-Knowles space, which lies inside the uncontracted one, so for the same Hamiltonian and reference the variational principle gives

$$E_{\rm uncontracted}\le E_{\rm WK}\le E_{\rm FIC}$$

for the lowest singlet state. This order follows from the nesting of the spaces, not from their dimensions, and the parameter counts do not give the size of the energy differences. The numerical check tests the string ranks, the spin relations and the total dimensions in small complete problems.

## Computed values

```
Ranks, 8 active orbitals, random singlet reference (numbers):
 n N_ref add+exc rem+exc singlet triplet pair_sym pair_anti
 6 1176 504 504 64 63 36 28
 8 1764 504 504 64 63 36 28
Rank add+exc, closed-shell determinant, n=8: 68
Brute-force dimensions: uncontracted, Werner-Knowles, full:
 (c,m,v,n)=(2, 2, 2, 2): 95, 75, 73
 (c,m,v,n)=(1, 4, 1, 4): 175, 140, 101
Model: c=10 inactive, v=100 virtual orbitals, n=m
 m N_ref uncontracted Werner-Knowles full (parameters)
 6 175 1.1214e+08 3.7786e+06 1436731
 8 1764 1.1595e+09 2.9650e+07 1886581
 10 19404 1.2988e+10 3.3307e+08 2413951
 12 226512 1.5367e+11 4.0685e+09 3024121
 14 2760615 1.8926e+12 5.1484e+10 3722371
Growth factor m=12 to 14, uncontracted, Werner-Knowles, full:
 12.316, 12.654, 1.231
Vector storage at m=14, 8 bytes per parameter (GB = 1e9 bytes):
 1.514e+04, 411.9, 0.02978
Ratios to full contraction at m=14:
 uncontracted 5.084e+05, Werner-Knowles 1.383e+04
Sectors at m=n=12: uncontracted, Werner-Knowles, full:
 0h0p: 2.2651e+05, 2.2651e+05, 1
 1h0p: 3.3977e+06, 3.3977e+06, 17160
 0h1p: 3.3977e+07, 3.3977e+07, 171600
 2h0p: 2.2085e+07, 2.2085e+07, 7260
 0h2p: 2.2595e+09, 7.2060e+05, 720600
 1h1p: 6.0875e+08, 6.0875e+08, 287000
 2h1p: 3.3977e+09, 3.3977e+09, 120000
 1h2p: 3.3977e+10, 1.2000e+06, 1200000
 2h2p: 1.1337e+11, 5.0050e+05, 500500
Fixed m=12, changing n: n, N_ref, uncontracted, W-K, full:
 6 15730 9.3658e+09 6.1803e+08 3024121
 8 70785 4.3386e+10 2.1038e+09 3024121
 10 169884 1.0872e+11 3.9052e+09 3024121
 12 226512 1.5367e+11 4.0685e+09 3024121
Cubic in m, coefficients of m^3, m^2, m, 1: 110 7050 109945 499501
m where cubic and quadratic terms match: 64.1
N_ref / asymptotic law: m=14 0.9087, m=400 0.9963
```
